# Doppler Cooling Limit from Momentum Balance and from Detailed Balance

A two-level atom in two weak counterpropagating laser beams, tuned below resonance, reaches along the beam axis the temperature

$$k_BT=(1+\xi)\,\frac{\hbar\Gamma}{8}\left(x+\frac1x\right),\qquad x=-\frac{2\delta}{\Gamma}>0 .$$

Here $\Gamma$ is the natural width of the transition, $\delta$ is the laser frequency minus the atomic frequency, and $\xi$ is the mean square cosine of the angle between an emitted photon and the beam axis. The minimum lies at $\delta=-\Gamma/2$ and equals $(1+\xi)\hbar\Gamma/4$.

The familiar value $k_BT=\hbar\Gamma/2$ thus carries a condition. It holds if photons are emitted along the beam axis ($\xi=1$), and also for three equal orthogonal beam pairs with isotropic emission. One pair with isotropic emission ($\xi=1/3$) gives $\hbar\Gamma/3$ along the beams and no cooling across them. For one pair both patterns are idealizations: a dipole driven by linearly or circularly polarized beams radiates in free space with $\xi=2/5$, which gives $7\hbar\Gamma/20$.

## Common ground: the scattering rates

Atomic units are used in the algebra, so $\hbar=1$ and a photon of wavenumber $k$ has momentum $k$. Boltzmann's constant is written $k_B$ to keep it apart from $k$. The atom has mass $m$, velocity $v$ and momentum $p=mv$ along the axis.

Each beam has Rabi frequency $\Omega$ and saturation parameter $s=2\Omega^2/\Gamma^2\ll1$. The ground-state amplitude then stays close to 1. In the frame rotating at the laser frequency, the excited amplitude $c$ of an atom at $x_a=vt$ obeys

$$i\dot c=-\left(\delta+\tfrac{i\Gamma}{2}\right)c+\tfrac{\Omega}{2}\left(e^{ikx_a}+e^{-ikx_a}\right).$$

The equation is linear, so each beam drives its own part, $c=a_+e^{ikx_a}+a_-e^{-ikx_a}$. For the first part, $i\,d/dt$ acting on $e^{ikvt}$ gives a factor $-kv$. For the second it gives $+kv$. Hence

$$a_\pm=\frac{\Omega/2}{\delta\mp kv+i\Gamma/2}.$$

The beam travelling towards $+$ is seen at detuning $\delta-kv$, the other at $\delta+kv$. Averaged over a wavelength, the cross terms in $|c|^2$ vanish, and the scattering rate is the sum of $R_\pm=\Gamma|a_\pm|^2$:

$$R_\pm=\frac{\Gamma\,\Omega^2/4}{(\delta\mp kv)^2+\Gamma^2/4}=\frac{\Gamma s}{2}\,\frac{1}{1+4(\delta\mp kv)^2/\Gamma^2}.$$

The force must be averaged in the same way. The coupling energy is $\frac{\Omega}{2}(e^{ikx_a}+e^{-ikx_a})|e\rangle\langle g|$ plus its conjugate. To leading order $|e\rangle\langle g|$ has expectation value $c^*$, so minus the gradient gives

$$F=-\frac{ik\Omega}{2}\left(e^{ikx_a}-e^{-ikx_a}\right)c^*+\text{c.c.}$$

The wavelength average retains $-\frac{ik\Omega}{2}(a_+^*-a_-^*)+\text{c.c.}=k\Omega\,\mathrm{Im}(a_+^*-a_-^*)$. Since $\mathrm{Im}\,a_\pm^*=(\Omega\Gamma/4)/[(\delta\mp kv)^2+\Gamma^2/4]$, this is

$$F=k(R_+-R_-).$$

The average force is therefore photon momentum times the difference of the two rates, although the beams form a standing wave.

The standing wave also produces a potential. For an atom at rest, the total Rabi frequency is $2\Omega\cos kx_a$, and the ground-state shift is

$$U=\frac{\Omega^2\cos^2(kx_a)\,\delta}{\delta^2+\Gamma^2/4}.$$

At $\delta=-\Gamma/2$ this is $-(\Gamma s/2)\cos^2kx_a$. Its depth is a fraction $s$ of the thermal energy $\Gamma/2$ found below, so for $s\ll1$ an atom of typical thermal speed passes over it almost undisturbed. Only atoms slower than $\sqrt{2s}$ times the rms speed can be trapped, and their share falls as $\sqrt s$.

One assumption about fluctuations is added: absorptions from the two beams are independent random events with rates $R_\pm$. The recoil frequency $\omega_r=k^2/(2m)$ is taken to be much smaller than both $\Gamma$ and $|\delta|$.

## First derivation: friction against recoil diffusion

Set $q=2kv/\Gamma$ and $L(y)=1/(1+y^2)$. Because $2\delta/\Gamma=-x$, the rates are $R_\pm=(\Gamma s/2)L(-x\mp q)$. For $|q|\ll1$,

$$R_+-R_-\approx\frac{\Gamma s}{2}\left[-2q\,L'(-x)\right].$$

From $L'(y)=-2y/(1+y^2)^2$ follows $L'(-x)=2x/(1+x^2)^2$. Therefore

$$F\approx-k\,\frac{\Gamma s}{2}\,\frac{4x}{(1+x^2)^2}\,\frac{2kv}{\Gamma}=-\alpha v,\qquad
\alpha=\frac{4k^2s\,x}{(1+x^2)^2}.$$

For $x>0$ the atom absorbs more from the beam it moves against, because the Doppler shift brings that beam closer to resonance. For $x<0$ the sign reverses and the motion is amplified, so no steady state near rest exists.

The force is only an average. In one scattering cycle the momentum changes by $\Delta p=k(\eta+c_e)$, where $\eta=\pm1$ marks the absorbed beam and $c_e$ is the cosine of the recoil direction after emission. Emission favours neither direction along the axis, whichever beam was absorbed. Hence $\langle c_e\rangle=0$ and $\langle\eta c_e\rangle=0$, and

$$\langle\Delta p^2\rangle=k^2(1+\xi).$$

Each cycle changes $p^2$ by $2p\,\Delta p+\Delta p^2$. Multiplying by the rates and averaging over the atoms gives

$$\frac{d\langle p^2\rangle}{dt}=2\left\langle p\,k(R_+-R_-)\right\rangle+(1+\xi)k^2\left\langle R_++R_-\right\rangle .$$

In the first term $k(R_+-R_-)=-\alpha p/m$. In the second, the terms linear in $q$ cancel between the beams, leaving the value at rest, $R_++R_-\approx\Gamma s/(1+x^2)$. So

$$\frac{d\langle p^2\rangle}{dt}=-\frac{2\alpha}{m}\langle p^2\rangle+(1+\xi)\frac{k^2\Gamma s}{1+x^2}.$$

In the steady state the two terms cancel. With $k_BT=\langle p^2\rangle/m$,

$$k_BT=\frac{(1+\xi)k^2\Gamma s}{2\alpha(1+x^2)}
=\frac{(1+\xi)k^2\Gamma s}{2(1+x^2)}\,\frac{(1+x^2)^2}{4k^2s\,x}
=(1+\xi)\frac{\Gamma}{8}\,\frac{1+x^2}{x}.$$

This is the stated formula with $\hbar=1$. The intensity cancels because friction and diffusion are both proportional to $s$. It still sets the speed of cooling: thermal energy relaxes at the rate $2\alpha/m$.

**The minimum.** The identity $x+1/x=2+(\sqrt x-1/\sqrt x)^2$ shows that the smallest value is 2, reached at $x=1$, that is, at $\delta=-\Gamma/2$. Near resonance ($x\to0$) friction vanishes in proportion to $x$ while diffusion stays finite, so the temperature rises as $1/x$. This holds only while $|\delta|\gg\omega_r$. For $\xi=1$ and $x\ll1$ the thermal Doppler shift has $\langle q^2\rangle\approx\omega_r/|\delta|$, and the true temperature exceeds the formula by a fraction of about $4\omega_r/|\delta|$ to leading order. The linear friction law therefore fails well before $|\delta|$ falls to $\omega_r$. Far below resonance diffusion falls as $1/x^2$ but friction as $1/x^3$, and the temperature grows as $(1+\xi)|\delta|/4$. The formula is unchanged under $x\to1/x$, so detunings $-\Gamma/4$ and $-\Gamma$ give equal temperatures.

**Three beam pairs.** Let $R=(\Gamma s/2)/(1+x^2)$ be the rate from each beam for an atom at rest. Along one axis, absorption from that axis's pair adds $2Rk^2$ to the growth of $\langle p^2\rangle$. Emission follows absorption from all six beams, and isotropic emission puts one third of its mean square recoil on each axis, adding $6R\,k^2/3=2Rk^2$. The sum $4Rk^2$ equals the diffusion for $\xi=1$, while the friction is unchanged. The minimum is again $\Gamma/2$.

**One pair, isotropic emission.** Along the beams $\xi=1/3$, so the minimum is $(4/3)\Gamma/4=\Gamma/3$. Across them each photon adds $k^2/3$ to $\langle p_y^2\rangle$ and nothing removes it. The transverse motion heats for as long as the light is on.

## Second derivation: detailed balance between momentum states

Now let photons be emitted along the axis, with equal probability in either direction, so $\xi=1$. An absorption from the $+$ beam gives a kick $+k$, and the emission adds $+k$ or $-k$. The net change is $+2k$ or zero. For the other beam it is $-2k$ or zero. The atom thus moves on a ladder of momenta with spacing $2k$, upwards at rate $R_+/2$ and downwards at rate $R_-/2$.

Let $W(p)$ be the stationary probability of momentum $p$. In a stationary state the net flow across every link of the ladder is the same. The rates are bounded and $W$ must tend to zero at large $|p|$ for its sum to converge, so this common flow is zero:

$$W(p)\,R_+(p)=W(p+2k)\,R_-(p+2k).$$

The recoil can be kept in the resonance condition. Absorption from the $+$ beam raises the kinetic energy by $[(p+k)^2-p^2]/(2m)=kp/m+\omega_r$, so its detuning is $\delta-kp/m-\omega_r$. For the $-$ beam it is $\delta+kp/m-\omega_r$.

Let $P=p+k$ be the midpoint of the link, and use $k^2/m=2\omega_r$. The upward step starts at $P-k$ and has detuning

$$\delta-\frac{kP}{m}+2\omega_r-\omega_r=\delta+\omega_r-\frac{kP}{m}.$$

The downward step starts at $P+k$ and has detuning

$$\delta+\frac{kP}{m}+2\omega_r-\omega_r=\delta+\omega_r+\frac{kP}{m}.$$

With $\bar x=-2(\delta+\omega_r)/\Gamma$ and $Q=2kP/(m\Gamma)$, the balance becomes

$$\ln\frac{W(P+k)}{W(P-k)}=\ln\frac{1+(\bar x-Q)^2}{1+(\bar x+Q)^2}.$$

The right side is odd in $Q$. Its derivative at $Q=0$ is $-2\bar x/(1+\bar x^2)-2\bar x/(1+\bar x^2)$, so for small $Q$ it equals $-4\bar xQ/(1+\bar x^2)$. On the left, the slope of $\ln W$ changes little over one step when $\omega_r\ll\Gamma$, so the difference of logarithms is close to $2k\,d\ln W/dP$. In the same limit $\bar x\to x$. Thus

$$2k\,\frac{d\ln W}{dP}=-\frac{4x}{1+x^2}\,\frac{2kP}{m\Gamma}
\quad\Longrightarrow\quad
\frac{d\ln W}{dP}=-\frac{4x}{\Gamma(1+x^2)}\,\frac{P}{m}.$$

A thermal distribution $W\propto\exp[-P^2/(2mk_BT)]$ has $d\ln W/dP=-P/(mk_BT)$. Comparison gives

$$k_BT=\frac{\Gamma}{4}\,\frac{1+x^2}{x}=\frac{\Gamma}{4}\left(x+\frac1x\right),$$

which is the first result at $\xi=1$, with minimum $\Gamma/2$ at $x=1$. No friction coefficient or diffusion constant was needed.

## A worked example

Take round model parameters: photon energy 2 eV (wavelength 6199 angstrom), width $\hbar\Gamma=4\times10^{-8}$ eV, mass 50 atomic mass units and $s=0.01$ per beam. For $\xi=1$ or three beam pairs,

$$k_BT_{\min}=\tfrac12\times4\times10^{-8}\ \text{eV}=2\times10^{-8}\ \text{eV},$$

or 232 microkelvin. At $\delta=-2\Gamma$, where $x=4$, it is $\frac14(4+\frac14)\times4\times10^{-8}=4.25\times10^{-8}$ eV. One pair with isotropic emission would reach $\frac13\times4\times10^{-8}=1.33\times10^{-8}$ eV along its axis.

The recoil energy is $4.294\times10^{-11}$ eV, so $\omega_r/\Gamma=1.074\times10^{-3}$. At the minimum $\langle p^2\rangle=m\Gamma/2$, and with $m=k^2/(2\omega_r)$

$$\frac{p_{\rm rms}}{k}=\sqrt{\frac{\Gamma}{4\omega_r}}=15.3,\qquad
\frac{kv_{\rm rms}}{\Gamma}=\frac{2\omega_r}{\Gamma}\,\frac{p_{\rm rms}}{k}=\sqrt{\frac{\omega_r}{\Gamma}}=0.033 .$$

A single kick is small compared with the thermal momentum, and the Doppler shift is small compared with the width. Both expansions are justified here.

One pair scatters 0.304 photons per microsecond, and the energy damping time is 383 microseconds. Damping therefore takes about $0.304\times383\approx116$ photons from that pair. At the rms velocity of 1.965 angstrom per nanosecond the atom crosses a wavelength in about 3.16 microseconds, hence some 120 wavelengths in one damping time. This supports the spatial average for atoms of typical speed.

For this recoil ratio, and in the limit $s\to0$, the ladder with full Lorentzian rates gives $k_BT/\Gamma=0.50109$ instead of 0.5. The excess can be derived. At $x=1$ the rates without the recoil shift satisfy

$$R_+-R_-=\frac{\Gamma s}{2}\,\frac{-4q}{4+q^4},\qquad
R_++R_-=\frac{\Gamma s}{2}\,\frac{4+2q^2}{4+q^4}.$$

The friction has no correction of relative order $q^2$, while the diffusion grows by the factor $1+q^2/2$. Since $\langle q^2\rangle=4\omega_r/\Gamma$, the temperature rises by the factor $1+2\omega_r/\Gamma$, giving $0.5\times1.00215=0.50107$. The recoil shift moves $x$ by $2\omega_r/\Gamma$, which at a minimum matters only in second order. The ladder leaves out saturation and the standing-wave potential. Their correction is of relative order $s$, and at $s=0.01$ it is larger than the recoil excess: with the standing wave treated in full, one pair with axial emission has $k_BT/\Gamma$ close to 0.506.

The numerical output below also contains tests of the friction for an atom moving through the standing wave, and simulations with isotropic emission. The latter use the larger ratio $\omega_r/\Gamma=0.01$ and give 0.338 for one pair and 0.507 for three, within the 4 percent tolerance, relative to $1/3$ and $1/2$, set for recoil and sampling errors. The last digit lies within the sampling noise; for three pairs the factor $1+2\omega_r/\Gamma$ predicts about 0.51.

## What each derivation assumes

Both derivations use two internal levels, weak independent beams and a recoil frequency $\omega_r$ much smaller than both $\Gamma$ and $|\delta|$. Neither covers strong beams, where the response is no longer linear in $s$, or atoms whose further sublevels take part in the cooling. Near the best detuning, where $|\delta|$ is about $\Gamma/2$, both expansions fail if $\omega_r$ is comparable with $\Gamma$: one kick $k$ then changes the Doppler shift by $2\omega_r$, which is no longer small compared with the width.

The momentum balance needs only the mean and the mean square of the kicks. It therefore accepts any symmetric emission pattern and extends to three beam pairs. In return it yields only $\langle p^2\rangle$; calling $\langle p^2\rangle/m$ a temperature is at that stage a definition.

Detailed balance, as used here, needs a ladder with steps between neighbours, which one beam pair with axial emission provides. In return it yields the distribution itself and shows that its centre is Gaussian, which justifies the word temperature in that case. It also shows where the Gaussian ends. Here the recoil shift in $\bar x$ is kept. For $Q$ much larger than 1 and $\bar x$, the logarithm tends to $2\ln[(Q-\bar x)/(Q+\bar x)]\approx-4\bar x/Q$. Then

$$\frac{d\ln W}{dP}\approx-\frac{2\bar x}{kQ}=-\frac{\bar x\,m\Gamma}{k^2P}=-\frac{\bar x\Gamma}{2\omega_r}\,\frac1P ,$$

so $W$ falls as a power of $P$ with exponent $\bar x\Gamma/(2\omega_r)=|\delta|/\omega_r-1$. In the example at $x=1$ this exponent is about 465, and the tail has no visible effect on the temperature. At this detuning it becomes important well before $\omega_r$ reaches $\Gamma$. The mean square momentum is finite only if the exponent exceeds 3, that is, for $\omega_r<|\delta|/4$. At $\delta=-\Gamma/2$ this limit is $\Gamma/8$. From $\omega_r=|\delta|/2$ upwards the exponent is at most 1, and the ladder has no stationary distribution at all.

## Numbers as computed

```
TESTS (frequencies in units of Gamma)
delta -1.00: alpha/(k^2 s) Bloch +0.3201, formula +0.3200
delta -0.50: alpha/(k^2 s) Bloch +0.9996, formula +1.0000
delta +0.50: alpha/(k^2 s) Bloch -0.9996, formula -1.0000
delta -0.25: kT/Gamma jumps 0.6264, formula 0.6250
delta -0.50: kT/Gamma jumps 0.5002, formula 0.5000
delta -1.00: kT/Gamma jumps 0.6249, formula 0.6250
delta -2.00: kT/Gamma jumps 1.0623, formula 1.0625
minimum of jump process: delta -0.5008, kT/Gamma 0.5002
relaxation rates / (alpha/m): 0.9996, 1.9984
simulation, recoil/Gamma = 0.01, isotropic emission:
  one beam pair, kT/Gamma along beams: 0.338
  three beam pairs, kT/Gamma: 0.507
  one pair, transverse <p^2>/k^2 per photon: 0.332
WORKED EXAMPLE (xi = 1 or three beam pairs)
photon energy: 2.000 eV
natural width hbar Gamma: 4.000e-08 eV
mass: 50.0 atomic mass units
saturation parameter per beam: 0.010
wavelength: 6199.2 angstrom
recoil energy: 4.294e-11 eV
recoil energy / natural width: 1.074e-03
best detuning: -2.000e-08 eV
kT at delta = -0.25 Gamma: 2.500e-08 eV
kT at delta = -0.50 Gamma: 2.000e-08 eV
kT at delta = -1.00 Gamma: 2.500e-08 eV
kT at delta = -2.00 Gamma: 4.250e-08 eV
minimum temperature: 232.1 microkelvin
one pair, isotropic emission, minimum kT: 1.333e-08 eV
rms velocity along one axis: 1.965 angstrom/ns
rms Doppler shift: 1.311e-09 eV
rms Doppler shift / natural width: 0.0328
rms momentum / photon momentum: 15.26
photons scattered from one pair: 0.304 per microsecond
energy damping time: 383.2 microseconds
kT/Gamma from jump process at this recoil: 0.50109
```
